# Debye relaxation: why the dipole time is three times the rank-two time: test program

```python
"""
Result under test: for small-step rotational diffusion of independent dipoles,
    C_l(t) = <P_l(u(0).u(t))> = exp(-l(l+1) D t),  so  tau_1 = 3 tau_2.
Also tested: the weak-field response, its first correction, and the change of
the ratio tau_1/tau_2 when the molecule turns by finite jumps.

Symbols: u unit vector along the dipole; D rotational diffusion constant;
P_l Legendre polynomial; z = cos(theta), theta measured from the field;
x = mu E/(k_B T); p_l = <P_l(z)>; s = D t reduced time.
The finite-volume operator below is in units of D and acts on the density f(z).
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre

# ---------- symbolic test: P_l(u.n) is an eigenfunction for a tilted axis n
theta, phi = sp.symbols("theta phi", real=True)
u_dot_n = (sp.Rational(2, 7) * sp.sin(theta) * sp.cos(phi)
           + sp.Rational(3, 7) * sp.sin(theta) * sp.sin(phi)
           + sp.Rational(6, 7) * sp.cos(theta))
point = {theta: sp.Rational(11, 10), phi: sp.Rational(7, 10)}
for l in range(1, 5):
    g = sp.legendre(l, u_dot_n)
    laplacian = (sp.diff(sp.sin(theta) * sp.diff(g, theta), theta)
                 / sp.sin(theta) + sp.diff(g, phi, 2) / sp.sin(theta)**2)
    residual = sp.N((laplacian + l * (l + 1) * g).subs(point), 30)
    assert abs(residual) < 1e-20

# ---------- symbolic test: moment hierarchy for an arbitrary density
zs, xs = sp.symbols("z x", real=True)
density = sp.expand((1 + zs / 2 + zs**3 / 5)**2)


def moment(l):
    return sp.integrate(sp.expand(sp.legendre(l, zs) * density), (zs, -1, 1))


time_derivative = sp.diff((1 - zs**2) * (sp.diff(density, zs)
                                         - xs * density), zs)
for l in range(1, 5):
    direct = sp.integrate(sp.expand(sp.legendre(l, zs) * time_derivative),
                          (zs, -1, 1))
    hierarchy = (-l * (l + 1) * moment(l)
                 + xs * sp.Rational(l * (l + 1), 2 * l + 1)
                 * (moment(l - 1) - moment(l + 1)))
    assert sp.expand(direct - hierarchy) == 0

# ---------- conservative finite-volume form of the diffusion equation
N = 200
h = 2.0 / N
faces = np.linspace(-1.0, 1.0, N + 1)
centres = 0.5 * (faces[1:] + faces[:-1])
free_part = np.zeros((N, N))
field_part = np.zeros((N, N))
for j in range(N - 1):
    weight = 1.0 - faces[j + 1]**2
    # probability current through the face between cells j and j+1
    for cell, gradient in ((j, -1.0 / h), (j + 1, 1.0 / h)):
        diffusive = -weight * gradient
        drift = weight * 0.5
        free_part[j, cell] -= diffusive / h
        free_part[j + 1, cell] += diffusive / h
        field_part[j, cell] -= drift / h
        field_part[j + 1, cell] += drift / h


def cell_legendre(l):
    """Average of P_l over each cell."""
    primitive = (eval_legendre(l + 1, faces)
                 - eval_legendre(l - 1, faces)) / (2 * l + 1)
    return np.diff(primitive) / h


P = {l: cell_legendre(l) for l in (1, 2, 3)}


def order(l, f):
    return h * np.dot(P[l], f)


uniform = np.full(N, 0.5)

# spectrum without field
spectrum = np.sort(np.linalg.eigvals(-free_part).real)[:5]
assert np.allclose(spectrum, [l * (l + 1) for l in range(5)], atol=1e-3)

# ---------- model parameters of the worked example
D = 2.0e10          # 1/s
T = 300.0           # K
mu = 6.0e-30        # C m
E = 1.0e7           # V/m
t_obs = 10.0e-12    # s
f_obs = 10.0e9      # Hz
x_example = mu * E / (k_B * T)
tau1 = 1.0 / (2.0 * D)
tau2 = 1.0 / (6.0 * D)
s_obs = D * t_obs

# ---------- correlations: start from a sharp orientation and propagate
free_propagator = expm(free_part * s_obs)
sharp = np.zeros(N)
sharp[-1] = 1.0 / h
later = free_propagator @ sharp
C_numeric = {l: order(l, later) / order(l, sharp) for l in (1, 2, 3)}
C_formula = {l: np.exp(-l * (l + 1) * s_obs) for l in (1, 2, 3)}
for l in (1, 2, 3):
    assert abs(C_numeric[l] - C_formula[l]) < 5e-4
time_ratio = np.log(C_numeric[2]) / np.log(C_numeric[1])
assert abs(time_ratio - 3.0) < 2e-3

# ---------- equilibrium in a field: Langevin function
equilibrium = expm((free_part + field_part) * 20.0) @ uniform
assert abs(order(1, equilibrium) - (1 / np.tanh(1.0) - 1.0)) < 1e-4

# ---------- removal of a strong field: each rank keeps its free rate
strong = np.exp(2.0 * centres)
strong /= h * strong.sum()
after = free_propagator @ strong
for l in (1, 2):
    assert abs(order(l, after) / order(l, strong) - C_formula[l]) < 5e-4

# ---------- switching on a weak field
x_small = 0.05
for s in (0.05, s_obs, 0.6):
    f = expm((free_part + x_small * field_part) * s) @ uniform
    rise1 = order(1, f) / (x_small / 3)
    rise2 = order(2, f) / (x_small**2 / 15)
    # tolerances cover terms of relative order x^2 and h^2
    assert abs(rise1 - (1 - np.exp(-2 * s))) < 1e-3
    assert abs(rise2 - (1 - 1.5 * np.exp(-2 * s)
                        + 0.5 * np.exp(-6 * s))) < 1e-3
    if s == s_obs:
        rise1_obs, rise2_obs = rise1, rise2


# ---------- oscillating weak field, time factor exp(+i omega t)
def response(omega_over_D):
    """First-order p_1 divided by its static value x/3."""
    matrix = 1j * omega_over_D * np.eye(N) - free_part
    f1 = np.linalg.solve(matrix, field_part @ uniform)
    return 3.0 * order(1, f1)


for w in (0.3, 2.0, 7.0):
    assert abs(response(w) - 1 / (1 + 0.5j * w)) < 1e-4
peak = minimize_scalar(lambda w: response(w).imag, bounds=(0.5, 6.0),
                       method="bounded", options={"xatol": 1e-6})
assert abs(peak.x - 2.0) < 1e-3
peak_frequency = peak.x * D / (2 * np.pi)
response_obs = response(2 * np.pi * f_obs / D)

# ---------- first correction to the slowest rate in a constant field
x_test = 0.2
rates = np.sort(np.linalg.eigvals(-(free_part + x_test * field_part)).real)
shift_coefficient = (rates[1] / 2.0 - 1.0) / x_test**2
assert abs(shift_coefficient - 0.1) < 1e-3

# ---------- random jumps through a fixed angle, Poisson-distributed in number
rng = np.random.default_rng(12345)


def jump_correlations(angle, mean_jumps, walkers=100000):
    start = np.array([0.0, 0.0, 1.0])
    u = np.tile(start, (walkers, 1))
    jumps = rng.poisson(mean_jumps, walkers)
    for step in range(jumps.max()):
        active = np.nonzero(jumps > step)[0]
        old = u[active]
        side = rng.normal(size=old.shape)
        side -= np.sum(side * old, axis=1)[:, None] * old
        side /= np.linalg.norm(side, axis=1)[:, None]
        new = np.cos(angle) * old + np.sin(angle) * side
        u[active] = new / np.linalg.norm(new, axis=1)[:, None]
    c = u @ start
    result = []
    for l in (1, 2):
        sample = eval_legendre(l, c)
        mean = sample.mean()
        error = sample.std() / np.sqrt(walkers)
        expected = np.exp(-mean_jumps
                          * (1 - eval_legendre(l, np.cos(angle))))
        assert abs(mean - expected) < 5 * error
        result.append(mean)
    return result


jump_table = []
for degrees, mean_jumps in ((60.0, 1.0), (10.0, 50.0)):
    angle = np.radians(degrees)
    c1, c2 = jump_correlations(angle, mean_jumps)
    jump_table.append((degrees, mean_jumps, c1, c2, np.log(c2) / np.log(c1),
                       1.5 * (1 + np.cos(angle))))

# ---------- report
print(f"Rotational diffusion constant D = {D:.3e} 1/s")
print(f"Temperature = {T:.1f} K")
print(f"Dipole moment = {mu:.3e} C m")
print(f"Field = {E:.3e} V/m")
print(f"Field parameter x = {x_example:.5f} (dimensionless)")
print(f"Dipole time tau_1 = {tau1 * 1e12:.3f} ps")
print(f"Rank-two time tau_2 = {tau2 * 1e12:.3f} ps")
print("Lowest free rates, finite volume, units of D: "
      + ", ".join(f"{abs(v):.4f}" for v in spectrum))
print(f"Observation time = {t_obs * 1e12:.1f} ps, D t = {s_obs:.3f}")
for l in (1, 2, 3):
    print(f"C_{l} at observation time: finite volume {C_numeric[l]:.5f}, "
          f"formula {C_formula[l]:.5f}")
print(f"tau_1/tau_2 from finite-volume correlations = {time_ratio:.4f}")
print(f"Static p_1 = x/3 = {x_example / 3:.4e} (dimensionless)")
print(f"Static p_2 = x^2/15 = {x_example**2 / 15:.4e} (dimensionless)")
print(f"Switch-on test field parameter x = {x_small:.3f}")
print(f"p_1 rise at observation time / (x/3) = {rise1_obs:.4f}")
print(f"p_2 rise at observation time / (x^2/15) = {rise2_obs:.4f}")
print(f"Single-exponential guess 1-exp(-6Dt) = {1 - C_formula[2]:.4f}")
print(f"Loss-peak frequency = {peak_frequency / 1e9:.3f} GHz")
print(f"Normalized response at {f_obs / 1e9:.1f} GHz: "
      f"real {response_obs.real:.4f}, loss {-response_obs.imag:.4f}")
print(f"Slowest rate at x = {x_test:.2f}: {rates[1]:.5f} D")
print(f"Rate-shift coefficient of x^2 = {shift_coefficient:.4f}")
print(f"Relative rate shift in example = {x_example**2 / 10:.3e}")
for degrees, mean_jumps, c1, c2, sampled, predicted in jump_table:
    print(f"Jump angle {degrees:.0f} deg, mean jumps {mean_jumps:.0f}: "
          f"C_1 {c1:.4f}, C_2 {c2:.4f}")
    print(f"  tau_1/tau_2: sampled {sampled:.3f}, formula {predicted:.3f}")
print("success")
```

Printed output:

```
Rotational diffusion constant D = 2.000e+10 1/s
Temperature = 300.0 K
Dipole moment = 6.000e-30 C m
Field = 1.000e+07 V/m
Field parameter x = 0.01449 (dimensionless)
Dipole time tau_1 = 25.000 ps
Rank-two time tau_2 = 8.333 ps
Lowest free rates, finite volume, units of D: 0.0000, 2.0000, 6.0000, 12.0000, 20.0000
Observation time = 10.0 ps, D t = 0.200
C_1 at observation time: finite volume 0.67032, formula 0.67032
C_2 at observation time: finite volume 0.30119, formula 0.30119
C_3 at observation time: finite volume 0.09070, formula 0.09072
tau_1/tau_2 from finite-volume correlations = 3.0000
Static p_1 = x/3 = 4.8286e-03 (dimensionless)
Static p_2 = x^2/15 = 1.3989e-05 (dimensionless)
Switch-on test field parameter x = 0.050
p_1 rise at observation time / (x/3) = 0.3297
p_2 rise at observation time / (x^2/15) = 0.1451
Single-exponential guess 1-exp(-6Dt) = 0.6988
Loss-peak frequency = 6.366 GHz
Normalized response at 10.0 GHz: real 0.2884, loss 0.4530
Slowest rate at x = 0.20: 2.00800 D
Rate-shift coefficient of x^2 = 0.1000
Relative rate shift in example = 2.098e-05
Jump angle 60 deg, mean jumps 1: C_1 0.6069, C_2 0.3255
  tau_1/tau_2: sampled 2.248, formula 2.250
Jump angle 10 deg, mean jumps 50: C_1 0.4686, C_2 0.1046
  tau_1/tau_2: sampled 2.978, formula 2.977
success
```
